# Pinning factor and electron barrier from an oxide's optical dielectric constant

**Question**

I am working on a metal–oxide–metal capacitor with a hafnia-like oxide. The exercise gives an optical dielectric constant of 4 and Mönch's empirical relation

$$S=\frac{1}{1+0.1(\varepsilon_\infty-1)^2},$$

and asks for the pinning factor $S$ and for the change of the electron barrier when the metal's work function goes up by 1 eV.

I can put numbers into a formula, but I don't see what it means. If the barrier is the work function minus the electron affinity, shouldn't it simply rise by 1 eV? Why is the optical constant used, when the capacitor's static constant is about 20? And may I put the barrier change into a Boltzmann factor to find how much less the capacitor leaks?

**Answer**

**The two numbers**

Insert $\varepsilon_\infty=4$, taking the square before multiplying by 0.1:

$$S=\frac{1}{1+0.1\times(4-1)^2}=\frac{1}{1+0.9}=\frac{10}{19}\approx0.53 .$$

In this form of the relation, $S$ is the slope of the electron barrier $\phi_n$ against the metal work function $\Phi_M$. Both are energies, so $S$ has no unit. (A slope against electronegativity is also in use; it is a different quantity.) Therefore

$$\Delta\phi_n=S\,\Delta\Phi_M=0.526\times1\ \text{eV}\approx0.53\ \text{eV}.$$

The barrier rises, but by about half of what you expected. The other 0.47 eV is taken up by a change in the electric dipole at the interface.

**Where the missing half goes**

Let $\phi_n$ be the height of the oxide conduction-band edge above the metal Fermi level, at the interface and with no field in the bulk of the oxide. Let $\chi$ be the oxide's electron affinity. If no charge sits at the interface, the vacuum levels line up and

$$\phi_n=\Phi_M-\chi .$$

This is your rule, with slope 1. It fails because an oxide surface in contact with a metal has electron states inside its band gap. They have a charge neutrality level: filled up to that level, they carry no net charge. Call its depth below vacuum $\Phi_S$. Its depth below the conduction-band edge is then

$$\phi_0=\Phi_S-\chi .$$

Take a simple model: the gap states lie in a sheet at a distance $\delta$ from the metal, with a constant density $D$ per area and energy. The layer in between has dielectric constant $\varepsilon_i$.

The Fermi level lies $\phi_n$ below the conduction-band edge, and the neutrality level lies $\phi_0$ below it. If $\phi_n>\phi_0$, the Fermi level is the lower of the two, and the states between them have lost their electrons. The sheet charge is

$$Q=eD(\phi_n-\phi_0),$$

which is positive in this case. Temperature does not alter this result as long as $D$ is constant and the Fermi level is many $k_BT$ from both band edges. The Fermi function empties as many states just below the Fermi level as it fills just above it.

The metal carries the opposite charge $-Q$. The field between the two charges is $Q/(\varepsilon_i\varepsilon_0)$, and the potential difference is $Q\delta/(\varepsilon_i\varepsilon_0)$. An electron has lower energy near the positive sheet, so the oxide bands move down and the barrier shrinks:

$$\phi_n=\Phi_M-\chi-\frac{eQ\delta}{\varepsilon_i\varepsilon_0}
=\Phi_M-\chi-a(\phi_n-\phi_0),\qquad a=\frac{e^2D\delta}{\varepsilon_i\varepsilon_0}.$$

Subtract $\phi_0=\Phi_S-\chi$ from both sides. The affinity cancels on the right:

$$\phi_n-\phi_0=\Phi_M-\Phi_S-a(\phi_n-\phi_0).$$

Collect the terms in $\phi_n-\phi_0$ and divide by $1+a$:

$$\phi_n=\phi_0+S(\Phi_M-\Phi_S),\qquad S=\frac{1}{1+a}.$$

The dipole thus opposes the change that creates it. With few gap states, $a\to0$ and $S\to1$, which is your rule. With very many, $a\to\infty$ and $S\to0$: the barrier stays at $\phi_0$ whatever the metal, and the Fermi level is said to be pinned.

I tested this slope against a numerical charge balance that fills the gap states with the Fermi function. For densities of $5\times10^{12}$, $5\times10^{13}$ and $3\times10^{14}$ cm$^{-2}$ eV$^{-1}$, at 300 K and 400 K, the two slopes agreed to within $10^{-6}$. This confirms the algebra of the sheet model. It says nothing about the coefficient 0.1 in Mönch's relation, which is a fit to data with scatter.

**What the optical constant does**

Comparing $S=1/(1+a)$ with Mönch's relation gives

$$a=0.1(\varepsilon_\infty-1)^2=0.9 .$$

The relation is an empirical way to estimate the dipole strength $a$ from a bulk property. The constant $\varepsilon_\infty$ measures how easily the electrons of the oxide are polarized. A qualitative argument, which I do not derive here, is that easily polarized electrons go with a narrower gap, and that gap states are then denser and reach further from the metal. The static constant also contains the motion of the ions, which is large in hafnia. The fit was not made for that quantity, and inserting 20 would give a far smaller, meaningless $S$.

As a plausibility check, we can ask what density of gap states $a=0.9$ implies. Choose $\delta=0.3$ nm and $\varepsilon_i=4$. If $D$ is counted per eV, one factor $e$ in $a$ is absorbed by the unit, and

$$D=\frac{a\,\varepsilon_i\varepsilon_0}{e\,\delta}
=\frac{0.9\times4\times8.854\times10^{-12}}{1.602\times10^{-19}\times0.3\times10^{-9}}\ \text{m}^{-2}\,\text{eV}^{-1}
\approx6.6\times10^{13}\ \text{cm}^{-2}\,\text{eV}^{-1}.$$

This is a value inferred within the model and depends on the chosen $\delta$ and $\varepsilon_i$.

The relation has sensible limits. For $\varepsilon_\infty=1$ it gives $S=1$; for large $\varepsilon_\infty$ it gives $S\approx10/(\varepsilon_\infty-1)^2$, which tends to zero. Near your value the result is fairly sensitive. Differentiating,

$$\frac{dS}{d\varepsilon_\infty}=-0.2(\varepsilon_\infty-1)S^2=-0.6\times0.526^2\approx-0.17 .$$

Indeed $\varepsilon_\infty=3.5$ gives $S=0.615$, and $\varepsilon_\infty=4.5$ gives $S=0.449$. An uncertainty of 0.5 in the optical constant therefore moves the barrier change by about 0.08 eV, so a third digit in the answer has no physical weight. I keep it below only to make the arithmetic traceable.

**The barriers themselves**

The change needs only $S$, but the barrier heights also need the oxide's levels. Take rough hafnia-like values: gap 5.8 eV, $\chi=2.4$ eV and $\Phi_S=4.6$ eV, so that $\phi_0=2.2$ eV. Let the work function rise from 4.5 to 5.5 eV:

$$\phi_n^{\text{before}}=2.2+0.5263\,(4.5-4.6)=2.147\ \text{eV},$$

$$\phi_n^{\text{after}}=2.2+0.5263\,(5.5-4.6)=2.674\ \text{eV}.$$

Their difference is the 0.53 eV found above. The first metal lies slightly above the neutrality level and the second well below it, so the dipole changes sign between them.

The hole barrier is the gap minus the electron barrier. It falls from 3.653 to 3.126 eV, by the same 0.53 eV. Here the electron barrier remains the smaller one, but a high work function does not raise both.

**What happens when a voltage is applied**

The result so far is for zero field in the oxide. Suppose the film is 10 nm thick, has two identical electrodes of work function 4.5 eV, and carries 1 V. Neglecting for now the voltage lost in the interface layers, the field is $F=1$ MV/cm, or 0.1 V/nm. Two effects then lower the barrier at the cathode, the electrode that injects electrons.

The first is the image force. At a distance $x$ from the metal, the electron's energy is lowered by

$$\frac{e^2}{16\pi\varepsilon_\infty\varepsilon_0x}+eFx .$$

The top of the barrier is where this lowering is smallest. A sum $A/x+Bx$ has the minimum $2\sqrt{AB}$, at $x=\sqrt{A/B}$, so the top is lowered by

$$\Delta_{\text{im}}=\sqrt{\frac{e^3F}{4\pi\varepsilon_\infty\varepsilon_0}} .$$

With $e/(4\pi\varepsilon_0)=1.44$ V nm, this is $\sqrt{1.44\times0.1/4}=0.190$ eV.

The second is the voltage drop in the thin interface layer. The displacement $\varepsilon_s\varepsilon_0F$, with static constant $\varepsilon_s=20$, continues through this layer and adds a drop $V_L=\delta\varepsilon_sF/\varepsilon_i$. With $-eV_L$ added to the equation for $\phi_n$, the same algebra as before gives a lowering

$$\Delta_L=S\,eV_L=0.526\times\frac{0.3\times20\times0.1}{4}\ \text{eV}=0.079\ \text{eV}.$$

If you compare the two metals at the same field, both lowerings cancel in the difference, and the change stays 0.53 eV. At the same voltage they do not cancel. The conduction-band edge lies $\phi_c$ above the cathode Fermi level at one side, and $\phi_a-eV$ above that same level at the anode side. Without space charge in the film,

$$F=\frac{eV+\phi_c-\phi_a}{e\,d}.$$

Replace the cathode alone. Then $\phi_c-\phi_a=0.526$ eV, and the field rises to 1.53 MV/cm. The image lowering becomes 0.234 eV and the layer lowering 0.120 eV. The barrier increase at fixed voltage is therefore

$$0.526-(0.234-0.190)-(0.120-0.079)\approx0.44\ \text{eV}.$$

This is a first estimate, since I did not feed the layer drop back into the field. Doing so for both electrodes replaces $d$ by $d+2S\delta\varepsilon_s/\varepsilon_i=11.6$ nm. The fields then become 0.86 and 1.32 MV/cm, and the net increase becomes 0.45 eV. If the replaced electrode is the anode instead, the cathode's flat-band barrier does not change at all; the formula for $F$ shows that the field then becomes smaller.

**May you use a Boltzmann factor for the leakage?**

Not for this film at room temperature, provided the tunnelling mass is small. At 300 K, $k_BT=0.0259$ eV, so the factor $\exp(-\Delta\phi_n/k_BT)$ would promise a reduction by 8.8 decades. That applies to electrons thermally emitted over the barrier, with the field held fixed. Electrons can also tunnel through it. For an electron at the cathode Fermi level, the standard WKB estimate of the transmission is

$$T\approx\exp\left[-\frac{2}{\hbar}\int_0^d\sqrt{2m\,\phi(x)}\,dx\right],$$

where $\phi(x)$ falls linearly from $\phi_c$ to $\phi_a-eV$. I leave the two lowerings out of this barrier. For an effective mass of 0.2 electron masses, the exponential suppresses tunnelling by 25.4 decades before the change of metal. Thermal emission, even with both lowerings included, is suppressed by 31.6 decades. Judged by these exponentials alone, tunnelling is the easier path at 300 K. This depends on mass and temperature. The tunnel exponent grows as $\sqrt{m}$, so the two cross at a mass of $0.2\times(31.6/25.4)^2\approx0.31$. At 400 K the thermal suppression falls to 23.7 decades, and the crossover mass to about 0.17. These crossovers hold for the metal before the change and for a parabolic band. After the change the crossover mass at 300 K is about 0.41, and the two-band form given below raises the two values at 300 K to about 0.5 and 0.7. Only for masses above both crossovers do thermally excited electrons carry the current before and after the change. The reduction then approaches a Boltzmann estimate made with the net barrier change at fixed voltage, about 7.5 decades at 300 K.

Changing the cathode at fixed voltage adds only 1.9 decades to the tunnel suppression. For a mass of 0.1 it adds 1.3 decades. The gain is small for two reasons. First, the barrier enters the tunnel exponent through a square root: even raising the whole profile by 0.53 eV would add only 3.8 decades for a mass of 0.2. Second, at fixed voltage the metal raises only the cathode side while the anode side stays where it was, which halves this to 1.9. These numbers also assume a one-band parabolic dispersion, although the electron is deep in the gap. A two-band form, with $\phi$ replaced by $\phi(1-\phi/E_g)$, lowers the gains to about 0.7 and 0.5 decades for masses 0.2 and 0.1, and lowers the suppression before the change from 25.4 to 21.4 decades for a mass of 0.2.

**How this compares with a real hafnia capacitor**

The optical constant, static constant, gap and thickness used here are rough but typical for hafnia films, and 1.53 MV/cm is below a rough breakdown field of 4 MV/cm. Three assumptions need care:

- **Same interface chemistry.** A real electrode can take oxygen from the oxide or form a reaction layer. If this shifts $\Phi_S$ by $\Delta\Phi_S$ between the two metals at fixed $\chi$, the barrier formula adds $(1-S)\Delta\Phi_S$ to the answer, about half of the shift.
- **No ferroelectric polarization.** In a poled film, the polarization $P$ adds to the displacement in the interface layer. For a rough $P=20$ µC/cm², the layer formula gives a shift $S\,e\delta P/(\varepsilon_i\varepsilon_0)=0.89$ eV. It lowers the barrier if $P$ points towards the metal and raises it if $P$ points away. This value is for zero field in the bulk of the film. In the shorted 10 nm capacitor, a depolarizing field of about 1.5 MV/cm builds up and reduces the shift to 0.77 eV if $P$ is held fixed. That field is of the order of the coercive field of hafnia films, roughly 1 to 2 MV/cm, so $P$ itself would shrink or break into domains; a single-domain Landau estimate with such coercive fields gives about 0.5 to 0.65 eV. The field in the interface layer exceeds 20 MV/cm, so these linear estimates give only the rough size of the effect. This assumes that no trapped charge compensates $P$ on the oxide side of the layer; such charge would reduce the shift. Since such a shift is comparable to the 0.53 eV you were asked for, the simple answer should be kept to unpoled films, or to comparisons in which the polarization shift is the same for both metals.
- **No defects.** Electrons can cross a real film in shorter hops through traps. For a mass of 0.2, an energy-integrated estimate of the defect-free current at 1 V and 300 K gives about $10^{-17}$ A/cm² (parabolic) to $10^{-13}$ A/cm² (two-band), too small to measure; for a mass of 0.1 it gives about $10^{-10}$ to $10^{-7}$ A/cm². A measured leakage above these values comes from other paths such as traps, and the barrier change alone then does not predict it.

The main values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
Optical dielectric constant: 4.0
Dipole strength a = 1/S - 1: 0.900
Pinning factor S: 0.5263
S for optical constant 3.5: 0.615
S for optical constant 4.5: 0.449
Work-function increase: 1.0 eV
Electron-barrier increase: 0.526 eV
Part taken up by interface dipole: 0.474 eV
Gap (rough): 5.8 eV
Electron affinity (rough): 2.4 eV
Neutrality level below vacuum (rough): 4.6 eV
Barrier at neutrality level: 2.2 eV
Work function before: 4.5 eV
Work function after: 5.5 eV
Electron barrier before: 2.147 eV
Electron barrier after: 2.674 eV
Hole barrier before: 3.653 eV
Hole barrier after: 3.126 eV
Interface-layer thickness (chosen): 0.3 nm
Interface-layer dielectric constant (chosen): 4.0
Implied gap-state density: 6.63 1e13/(cm2 eV)
Oxide thickness: 10 nm
Static dielectric constant (rough): 20
Applied voltage: 1.0 V
Oxide field before: 1.00 MV/cm
Oxide field after, same voltage: 1.53 MV/cm
Breakdown field (rough): 4 MV/cm
Image-force lowering before: 0.190 eV
Image-force lowering after: 0.234 eV
Interface-layer lowering before: 0.079 eV
Interface-layer lowering after: 0.120 eV
Net barrier increase at fixed voltage: 0.44 eV
Remanent polarization if poled (rough): 20 uC/cm2
Barrier shift if poled, either sign: 0.89 eV
Thermal energy at 300 K: 0.0259 eV
Thermal suppression before, with lowerings: 31.6 decades
Boltzmann factor of barrier increase: 8.8 decades
Tunnel suppression before, mass 0.1 m_e: 18.0 decades
Tunnel suppression after, mass 0.1 m_e: 19.3 decades
Added tunnel suppression, mass 0.1 m_e: 1.3 decades
Tunnel suppression before, mass 0.2 m_e: 25.4 decades
Tunnel suppression after, mass 0.2 m_e: 27.3 decades
Added tunnel suppression, mass 0.2 m_e: 1.9 decades
```
